# Temperature and roughness-limited mobility in a degenerate single-subband layer

**Q.** I cool a silicon inversion layer at fixed gate-controlled density. I am told that its roughness-limited mobility should hardly change. Yet roughness scattering depends on the electron's wave vector, and temperature spreads the electrons over wave vectors. Why does the mobility not follow?

**A.** Two questions need separating: does the scattering potential change with temperature, and does the average over electrons change? Start with the potential.

Let \(z\) be the distance into the silicon from a wall that electrons cannot penetrate. If the wall moves inward by \(\Delta\), put \(z=z'+\Delta\). The wall is then back at \(z'=0\), and the potential energy has become \(V(z'+\Delta)\approx V(z')+\Delta V'(z')\). To first order the subband energy shifts by \(\Delta\langle V'\rangle\).

The slope \(V'\) follows from Gauss's law. Let \(n\) be the electron density per area, \(n_d\) the depletion charge density per area, and \(N(z)\) the fraction of electrons between the wall and \(z\). If the depletion region is much thicker than the channel,

\[
V'(z)=\frac{e^2}{\epsilon_s}\left[n_d+n(1-N)\right].
\]

The electron distribution is \(dN/dz\), so \(\langle 1-N\rangle=\int_0^1(1-N)\,dN=1/2\). The shift is therefore \(eF\Delta\), with

\[
F=\frac{e}{\epsilon_s}\left(\frac n2+n_d\right).
\]

For a gently varying wall position \(\Delta(\mathbf r)\), I take \(eF\Delta(\mathbf r)\) as the scattering potential in the plane. It is static. Fixing \(n\) and \(n_d\) fixes \(F\), and no phonon occupation enters. The bare potential has no temperature in it.

**Q.** Then where does the wave-vector dependence come from?

**A.** From the lateral size of the bumps. Take the correlation function \(\langle\Delta(\mathbf r)\Delta(0)\rangle=\Delta_0^2e^{-ar}\), with \(a=\sqrt2/\Lambda\). Its Fourier transform is found from

\[
\int_0^\infty e^{-ar}J_0(qr)\,dr=\frac1{\sqrt{a^2+q^2}} .
\]

Applying \(-d/da\) supplies the factor \(r\) of the area element and gives \(a/(a^2+q^2)^{3/2}\). Multiplying by \(2\pi\Delta_0^2\) and inserting \(a\),

\[
S(q)=\frac{\pi\Delta_0^2\Lambda^2}{(1+q^2\Lambda^2/2)^{3/2}} .
\]

In elastic scattering through an angle \(\theta\), the transfer is \(q=2k\sin(\theta/2)\). A faster electron samples larger \(q\), where the spectrum is weaker.

The current relaxes with a factor \(1-\cos\theta\). To see this, let the disturbance of the distribution at direction \(\phi\) be \(g\cos\phi\). Scattering removes it at a rate proportional to \(\cos\phi-\cos(\phi+\theta)\), summed over \(\theta\). The \(\sin\theta\) part cancels between \(\theta\) and \(-\theta\), leaving \((1-\cos\theta)\cos\phi\). The golden rule (Born approximation) then gives

\[
\frac1\tau=\frac{2\pi}{\hbar}\int\frac{d^2k'}{(2\pi)^2}\,(eF)^2S(q)(1-\cos\theta)\,\delta(E-E').
\]

With \(E=\hbar^2k^2/2m\), the radial integral gives \(m/\hbar^2\). The two half-circles contribute equally, so

\[
\frac1{\tau(E)}=\frac{m(eF)^2}{\pi\hbar^3}\int_0^\pi d\theta\,(1-\cos\theta)\,S(q).
\]

**Q.** How strong is the dependence in a real layer?

**A.** Take a (100) silicon layer with rough typical values: \(n=4\times10^{12}\) cm\(^{-2}\), \(n_d=1\times10^{12}\) cm\(^{-2}\), \(\Delta_0=0.4\) nm, \(\Lambda=2\) nm and in-plane mass \(0.19\,m_0\). Two spins and two valleys give the degeneracy \(g=4\). The density of states \(D=gm/(2\pi\hbar^2)\) is \(1.587\times10^{14}\) eV\(^{-1}\)cm\(^{-2}\), independent of energy. Hence

\[
E_F=\frac nD=\frac{4\times10^{12}}{1.587\times10^{14}}\ \text{eV}=25.2\ \text{meV},
\]

or 292 K. The mean field is 0.464 MV/cm. Moving the wall in a self-consistently calculated well gives the same value.

At \(E_F/2\), \(E_F\) and \(2E_F\), the bare \(\tau\) is 0.097, 0.135 and 0.217 ps. So your premise is right: the scattering does depend on \(k\).

**Q.** Then heating should matter, because it puts electrons at higher energy.

**A.** It also leaves empty states below. To see what this does to the current, apply a field \(\mathcal E\) along \(x\). The force on an electron is \(-e\mathcal E\), so the steady linear Boltzmann equation reads

\[
-e\mathcal E\,v_x\frac{\partial f}{\partial E}=-\frac{\delta f}{\tau},
\qquad
\delta f=e\mathcal E\tau v_x\frac{\partial f}{\partial E}.
\]

The mean velocity is \(\sum v_x\delta f/\sum f\). It is negative because \(\partial f/\partial E<0\), and the mobility is its magnitude over \(\mathcal E\). Averaging over directions gives \(v_x^2\to v^2/2=E/m\), and the electron density is \(n=DE_F\). The constant \(D\) cancels:

\[
\mu(T)=\frac{e}{mE_F}\int_0^\infty E\,\tau(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

The weight \(-\partial f/\partial E\) is a peak a few \(kT\) wide around the chemical potential \(\zeta\). Electrons deep in the Fermi sea drop out, since the states near them are full.

**Q.** Does \(\zeta\) itself not move with temperature?

**A.** Fixed density decides that:

\[
n=D\int_0^\infty f\,dE=D\,kT\ln\left(1+e^{\zeta/kT}\right).
\]

Setting \(n=DE_F\) gives \(e^{\zeta/kT}=e^{E_F/kT}-1\), hence

\[
\zeta=E_F+kT\ln\left(1-e^{-E_F/kT}\right).
\]

For \(kT\ll E_F\) the shift is exponentially small. At 30 K it is \(-1.5\times10^{-4}\) meV, against \(kT=2.59\) meV. The peak stays at \(E_F\).

**Q.** So the peak stays put but widens. Why is widening harmless?

**A.** Because it widens equally on both sides. Write \(h(E)=E\tau(E)\), \(E=\zeta+kTz\) and \(t=kT/E_F\). The weight in \(z\) is

\[
w(z)=\frac1{4\cosh^2(z/2)},
\]

which is even and has unit area. Expand \(h\) about \(\zeta\approx E_F\):

\[
h=h(E_F)+kTz\,h'(E_F)+\tfrac12(kT)^2z^2h''(E_F)+\dots
\]

The linear term averages to zero, whatever the slope \(h'\). For the next one, expand \(w=e^{-z}/(1+e^{-z})^2\) in powers of \(e^{-z}\) for \(z>0\):

\[
\int z^2w\,dz=2\sum_{j\ge1}(-1)^{j+1}j\,\frac{2}{j^3}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\]

Therefore, for a fixed scattering potential and smooth \(\tau(E)\),

\[
\frac{\mu(T)}{\mu(0)}=1+\frac{\pi^2}{6}\,C\,t^2+O(t^4),\qquad
C=\frac{E_F^2\,h''(E_F)}{h(E_F)} .
\]

For a power law \(\tau\propto E^p\), \(C=p(p+1)\). The exponent that describes the \(k\) dependence is still there, but it is multiplied by \(t^2\).

**Q.** Show me the cancellation with numbers.

**A.** At 30 K, \(t=0.1026\). Compare electrons at \(E_F-2kT\) and \(E_F+2kT\). Their bare relaxation times are 0.1191 and 0.1512 ps, about 12% below and 12% above the value at \(E_F\). The mean is 0.1351 ps, against 0.1350 ps.

The current also carries the factor \(E\). The two energies are \(0.795E_F\) and \(1.205E_F\), so the mean of \(E\tau/E_F\) is

\[
\tfrac12(0.795\times0.1191+1.205\times0.1512)\ \text{ps}=0.138\ \text{ps}.
\]

This is about 2.5% above 0.135 ps, although the two contributions separately lie about 30% below and 35% above it. For the whole thermal peak, \(C=1.22\) gives

\[
1+1.645\times1.22\times(0.1026)^2=1.021 .
\]

The full thermal integral also gives 1.021. At 4.2 K the change is 0.04%.

**Q.** If the wave-vector dependence does not appear when I heat the layer, where would I see it?

**A.** When you change the density, because that moves \(k_F\). Doubling \(n\) doubles \(E_F\). With \(F\) held fixed, the bare \(\tau\) at the Fermi energy would rise from 0.135 to 0.217 ps, or by 61%.

A gate does not hold \(F\) fixed. With \(n_d\) constant, \(n/2+n_d\) rises from 3 to \(5\times10^{12}\) cm\(^{-2}\), and the rate gains a factor \((5/3)^2=2.78\). The bare result is then \(0.217/2.78=0.078\) ps. Density acts through both \(k_F\) and \(F\), and in this example the field wins. The 61% belongs to bare roughness. With the screening introduced below (\(P=1\)), the same doubling at fixed \(F\) raises \(\tau\) only from 2.38 to 2.45 ps, because the screened \(\tau\) has a shallow minimum near \(1.3E_F\), between the two energies. The \(k_F\) effect is weak over this range only: at \(E_F/2\) the screened \(\tau\) is 2.83 ps, 19% above its value at \(E_F\).

**Q.** You keep saying "bare". Do the electrons not screen the roughness?

**A.** They do, and this changes the temperature law. Let \(U\) be the total potential energy at wave vector \(q\), and write the density response as \(\delta n=-DPU\). For a thin sheet between silicon and oxide, the induced potential decays as \(e^{-q|z|}\) on both sides. Gauss's law then gives the induced energy \(e^2\delta n/[(\epsilon_s+\epsilon_{ox})q]\). Adding it to the bare energy,

\[
U=\frac{U_{\rm bare}}{\varepsilon(q)},\qquad
\varepsilon=1+\frac{q_sP}{q},\qquad
q_s=\frac{e^2D}{\epsilon_s+\epsilon_{ox}} .
\]

The golden-rule integrand is divided by \(\varepsilon^2\). In this mean-field treatment, first-order perturbation theory gives

\[
DP=g\int\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} .
\]

Relabelling the second term makes it equal to the first, with principal values understood. The denominator is \((\hbar^2/2m)(q^2+2kq\cos\phi)\). The angular average of \(1/(q^2+2kq\cos\phi)\) is \(1/(q\sqrt{q^2-4k^2})\) for \(2k<q\) and zero for \(2k>q\). After division by \(D\),

\[
P=4\int_0^{q/2}\frac{k\,f\,dk}{q\sqrt{q^2-4k^2}}
=\int_0^1 f\!\left(y(1-w^2)\right)dw,\qquad y=\frac{\hbar^2q^2}{8m},
\]

where the last step substitutes \(4k^2=q^2(1-w^2)\). At \(T=0\), \(P=1\) for \(q<2k_F\). Beyond \(2k_F\), where \(y>E_F\), it falls as \(1-\sqrt{1-E_F/y}\).

**Q.** That square-root edge sits at \(2k_F\), where backscattering happens. Is that the trouble?

**A.** Yes. Heat rounds the edge. For \(q\) within the thermal range of \(2k_F\), the lost screening \(1-P\) is of order \(\sqrt t\). The range of angles near \(\theta=\pi\) that feels it is also of order \(\sqrt t\). The product is of order \(t\), so a linear term appears.

The coefficient can be found. A Fermi function is a thermal mixture of sharp steps at energies \(E'\), with weight \(-f'(E')\), so

\[
1-P=\int_{E'<y}dE'\,[-f'(E')]\sqrt{1-E'/y}\approx
\int_{E'<y}dE'\,[-f'(E')]\sqrt{\frac{y-E'}{E_F}} .
\]

The loss lowers \(\varepsilon\) by \(q_s(1-P)/q\), which raises \(1/\varepsilon^2\) by \(2q_s(1-P)/(q\varepsilon^3)\). For an electron of energy \(E\), \(y=E\sin^2(\theta/2)\), so \(dy=\sqrt{y(E-y)}\,d\theta\), and near backscattering \(d\theta\approx dy/\sqrt{E_F(E-y)}\). Set the slowly varying factors to their values at \(2k_F\), including \(1-\cos\theta=2\). With \(K=m(eF)^2/(\pi\hbar^3)\) and \(x=q_s/2k_F\),

\[
\delta\frac1\tau=\frac{4KxS(2k_F)}{(1+x)^3E_F}
\int_{E'<E}dE'\,[-f'(E')]\int_{E'}^{E}dy\,\sqrt{\frac{y-E'}{E-y}} .
\]

The inner integral is \(\pi(E-E')/2\). Now average over \(E\) with weight \(-f'(E)\). Let \(G(s)=1/(1+e^{-s})\) be the cumulative weight in units of \(kT\). The mean positive part of \((E-E')/kT\) is

\[
\int_{-\infty}^{\infty}G(1-G)\,ds=\int_{-\infty}^{\infty}G'\,ds=1 .
\]

Hence the mean of \(\delta(1/\tau)\) is \(2\pi KxS(2k_F)\,t/(1+x)^3\). Since \(\delta\tau/\tau=-\tau\,\delta(1/\tau)\), to leading order

\[
\frac{\mu(T)}{\mu(0)}\approx1-c_1t,\qquad
c_1=\frac{2\pi x\,S(2k_F)/(1+x)^3}
{\displaystyle\int_0^\pi d\theta\,(1-\cos\theta)\,S(q)/\varepsilon^2},
\]

with \(k=k_F\) and \(P=1\) in the denominator. Screening weakens on heating, so the mobility falls.

**Q.** How large is this in the silicon example?

**A.** Here \(x=2.60\) and \(c_1=1.54\). Full thermal averages at \(t=0.001\) and \(0.004\), extrapolated to \(t=0\) with a relative correction proportional to \(\sqrt t\), give 1.55. That form is expected because the second-order effect of \(1-P\) scales as \((\sqrt t)^2\sqrt t=t^{3/2}\).

The ratios \(\mu(T)/\mu(0)\) at fixed density are:

| \(T\) (K) | bare | screened, \(P=1\) | thermal screening |
|---|---|---|---|
| 4.2 | 1.000 | 1.000 | 0.977 |
| 10 | 1.002 | 1.001 | 0.945 |
| 20 | 1.009 | 1.003 | 0.894 |
| 30 | 1.021 | 1.006 | 0.848 |

The middle columns obey the \(t^2\) law. The last does not: at 30 K the linear estimate is \(1-1.54\times0.1026=0.842\), close to the full 0.848. That closeness is partly a cancellation: the \(t^{3/2}\) term adds to the drop and higher terms subtract from it, so the drop divided by \(t\) is 1.63 at 4.2 K, 1.55 at 20 K and 1.48 at 30 K. The mechanism is visible in \(P(2k_F)\), which falls from 1 to 0.828 at 30 K. There \(\varepsilon\) drops from 3.60 to 3.15, and the backscattering strength, proportional to \(1/\varepsilon^2\), rises by about 30%. Other angles are affected less, so the mobility loses 15%.

**Q.** Then is "nearly independent of temperature" still a fair statement?

**A.** With its conditions attached. The thermal spread over \(k\) changes the mobility by order \(t^2\); the weakening of screening changes it by order \(t\). Both vanish as \(t\to0\). In this model the drop is about 2% at 4.2 K, but at 30 K I would no longer call 15% negligible.

**Q.** And if I warm the layer until it is no longer degenerate?

**A.** Then the cancellation fails, because the thermal peak reaches the subband bottom and has no matching lower half. For \(kT\gg E_F\), the density condition gives \(e^{\zeta/kT}=E_F/kT\), so \(-\partial f/\partial E=E_Fe^{-E/kT}/(kT)^2\). With a fixed potential and \(\tau=\tau_1(E/E_1)^p\), where \(p>-2\),

\[
\mu=\frac{e\tau_1}{m}\int_0^\infty\frac{E\,dE}{(kT)^2}\left(\frac E{E_1}\right)^pe^{-E/kT}
=\frac{e\tau_1}{m}\,\Gamma(p+2)\left(\frac{kT}{E_1}\right)^p .
\]

Now the energy dependence of \(\tau\) appears directly as a temperature dependence. In the example at 300 K, \(t=1.03\). With one subband kept artificially and bare roughness, the mobility is 2.05 times its zero-temperature value. The \(t^2\) formula would give 3.1, so it is no longer usable.

**Q.** Would my cryogenic transistor show these numbers?

**A.** Not as its total mobility. The model gives 1250 cm\(^2\)/Vs at \(T=0\) for bare roughness and \(2.2\times10^4\) cm\(^2\)/Vs with thin-sheet screening. The latter is high for a silicon transistor at this density, where thousands of cm\(^2\)/Vs are a rough typical scale. A real layer has thickness, which weakens screening. Halving \(q_s\), as a measure of sensitivity, lowers the zero-temperature value to about 8600 cm\(^2\)/Vs and changes the 30 K ratio from 0.85 to 0.89. The local potential \(eF\Delta\) is also approximate at \(q=2k_F\), where \(1/q=1.4\) nm is comparable with the depth of the channel. Mean-field screening leaves out exchange between the electrons, which adds its own term linear in \(t\) and need not be negligible; the coefficient 1.54 therefore belongs to this model, not to a measured layer. Charged impurities, absent here, lower the total further. Acoustic phonons may also interfere: an equipartition estimate with rough silicon constants and an unscreened deformation potential gives a phonon-limited mobility of \(2.0\times10^4\) cm\(^2\)/Vs at 30 K, comparable with the \(1.9\times10^4\) cm\(^2\)/Vs from screened roughness. This estimate is uncertain. Equipartition overstates the scattering, since a phonon with in-plane wave vector \(2k_F\) has at least 4.2 meV, more with its momentum normal to the layer, against \(kT=2.6\) meV. Screening the phonon potential by the same \(\varepsilon(q)\) as the roughness would raise the phonon-limited mobility about 14 times for the thin sheet and between 5 and 6 times with \(q_s\) halved. A measured temperature dependence at 30 K therefore cannot be assigned to roughness until the phonon part is known.

**Q.** Are the single subband and the sharp Fermi edge at least safe?

**A.** The single subband is. The mean-field gaps are about 50 meV, twice \(E_F\), and the estimated upper-subband fraction at 30 K is \(4\times10^{-5}\). Nonparabolicity changes the mass by roughly 2.5% between the subband bottom and \(E_F\); counting the confinement kinetic energy of about 31 meV as well, the mass at \(E_F\) lies 5 to 6% above the band-edge value.

The edge needs more care. Level broadening is set by the total scattering rate, without the factor \(1-\cos\theta\); I use \(\hbar/\tau\) as an order-of-magnitude estimate of it. This is 0.28 meV with screening, which equals \(kT\) at about 3 K. I would expect disorder to round the \(2k_F\) edge below roughly that temperature and to weaken the linear law, but this is a conjecture from comparing energies. The 3 K belongs to the model's high mobility: at a total mobility of 5000 or 2000 cm\(^2\)/Vs, \(\hbar/\tau\) equals \(kT\) at about 14 or 35 K, so in such a transistor the rounding could cover much of the range in the table. For bare roughness \(\hbar/\tau\) is 4.9 meV, a fifth of \(E_F\), so the Boltzmann picture is rougher in that case. The numerical output lists the remaining inputs and values.

## Computed values

```
density 4.00e+12 cm^-2, depletion 1.00e+12 cm^-2
masses: in plane 0.19, normal 0.916 (free-electron masses)
roughness height 0.4 nm, correlation length 2.0 nm
relative permittivity: silicon 11.7, oxide 3.9
density of states 1.587e+14 eV^-1 cm^-2
Fermi energy 25.20 meV, Fermi temperature 292 K
k_F 0.3545 nm^-1, k_F*Lambda 0.709
mean field 0.464 MV/cm; from wall shift 0.464 MV/cm
screening wave vector q_s 1.841 nm^-1, q_s/2k_F 2.60
tau at 0.5 E_F: bare 0.0968 ps, screened P=1 2.8303 ps
tau at 1.0 E_F: bare 0.1350 ps, screened P=1 2.3823 ps
tau at 2.0 E_F: bare 0.2170 ps, screened P=1 2.4498 ps
tau(E_F) from collision matrix, bare 0.1350 ps
30 K, bare tau at E_F-2kT 0.1191 ps, at E_F+2kT 0.1512 ps
30 K, mean of these two 0.1351 ps
30 K, chemical potential minus E_F -1.51e-04 meV
C bare: 1.2204, from thermal average 1.2204
C screened P=1: 0.3273, from thermal average 0.3273
c1 formula 1.5351, from thermal averages 1.5458
mobility at T=0: bare 1249, screened 22053 cm2/Vs
ratios mu(T)/mu(0): bare, screened with P=1, thermal screening
T  4.2 K, kT/E_F 0.0144: 1.0004, 1.0001, 0.9765
T 10.0 K, kT/E_F 0.0342: 1.0023, 1.0006, 0.9447
T 20.0 K, kT/E_F 0.0684: 1.0094, 1.0025, 0.8940
T 30.0 K, kT/E_F 0.1026: 1.0211, 1.0056, 0.8482
30 K thermal-screening mobility 18705 cm2/Vs
P at q=2k_F, 30 K: 0.8283, from k sum 0.8283
300 K, one subband kept by hand: kT/E_F 1.026, bare ratio 2.047
q_s halved: mobility at T=0 8591 cm2/Vs, c1 1.146, 30 K ratio 0.8878
gap to next subband 50.4 meV, to fourfold valleys 49.9 meV
30 K, estimated fraction in upper subbands 3.84e-05
phonon inputs (rough): 12.0 eV, 2330 kg/m3, 9000 m/s
30 K acoustic-phonon mobility, equipartition 20088 cm2/Vs
phonon energy at 2k_F 4.20 meV, kT at 30 K 2.59 meV
broadening hbar/tau: bare 4.88 meV, screened 0.28 meV
nonparabolicity 0.5 eV^-1 (rough): mass change at E_F 2.5 percent
```
